# Vacuum polarization and the proton-size shift in muonic hydrogen

## The problem

In muonic hydrogen the proton's charge is spread over a region with mean square radius $r_p^2$. This changes the splitting $\Delta E=E(2P)-E(2S)$ by
$$
\Delta E_{\rm size}=(c_0+c_1)\,r_p^2 .
$$
Here $c_0$ belongs to the Coulomb interaction, and $c_1$ is its correction from one electron vacuum-polarization loop. Find both coefficients in meV/fm².

Treat the muon as nonrelativistic, with reduced mass $\mu$. Work to first order in $r_p^2$ and to first order in the loop. Relativistic and further recoil corrections, higher powers of the radius, two-loop and muon radiative effects, and proton polarizability are left out.

Formulas use $\hbar=c=1$, and $m$ is the electron mass. In **Coulomb units**, lengths are measured in $a=1/(\alpha\mu)=284.7475$ fm and energies in $\alpha^2\mu=5.056987\times10^6$ meV. Hartree units, built on the electron mass, would be unnatural for the muon's orbit.

## A tempting solution

### The size shift without the loop

The form factor of a spherical charge density $\rho$, normalized to one, is
$$
G(q)=\int\rho(x)\,e^{i\mathbf q\cdot\mathbf x}d^3x
=1-\frac{q^2r_p^2}{6}+\dots,
$$
because the angular average of $(\mathbf q\cdot\mathbf x)^2$ is $q^2x^2/3$. The Coulomb interaction becomes $-4\pi\alpha G/q^2$. Its size-dependent part is the constant $+2\pi\alpha r_p^2/3$, which in position space is
$$
\delta V=\frac{2\pi\alpha}{3}r_p^2\,\delta^3(\mathbf x).
$$
The sign is positive because spreading the charge weakens the attraction near the centre. With $|\phi_{2S}(0)|^2=(\alpha\mu)^3/(8\pi)$,
$$
\delta E(2S)=\frac{2\pi\alpha}{3}r_p^2\,\frac{(\alpha\mu)^3}{8\pi}
=\frac{\alpha^4\mu^3}{12}r_p^2 .
$$
The $2P$ wave function vanishes at the origin, so $2P$ does not move at this order. Since $\alpha^4\mu^3=(\alpha^2\mu)/a^2$,
$$
c_0=-\frac{\alpha^4\mu^3}{12}
=-\frac{5.056987\times10^6}{12\,(284.7475)^2}
=-5.1975\ \text{meV/fm}^2 .
$$

### The loop potential

The renormalized one-loop polarization function is the starting point. It multiplies the photon propagator by $1+\Pi$, with
$$
\Pi=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln[1+x(1-x)Q],
\qquad Q=\frac{q^2}{m^2}.
$$
Put $x=(1-y)/2$, so that $x(1-x)=(1-y^2)/4$. The integrand is even in $y$, and the $x$ integral becomes
$$
I=\int_0^1dy\,\frac{1-y^2}{4}\ln\left[1+\frac{(1-y^2)Q}{4}\right].
$$
Integrate by parts with the antiderivative $(y-y^3/3)/4$. The boundary terms vanish, at $y=0$ through this factor and at $y=1$ through the logarithm:
$$
I=\int_0^1dy\,\frac{y-y^3/3}{4}\,
\frac{yQ/2}{1+(1-y^2)Q/4}.
$$
Now set $1-y^2=1/u^2$. Then $y=\sqrt{u^2-1}/u$, $dy=du/(u^3y)$, and $1-y^2/3=\frac23[1+1/(2u^2)]$. Collecting factors gives
$$
I=\frac Q3\int_1^\infty\frac{w(u)\,du}{Q+4u^2},\qquad
w(u)=\left(1+\frac1{2u^2}\right)\frac{\sqrt{u^2-1}}{u^2},
$$
and therefore
$$
\Pi=\frac{2\alpha}{3\pi}\,q^2\int_1^\infty\frac{w(u)\,du}{q^2+4m^2u^2}.
$$
The factor $q^2$ cancels the Coulomb denominator. Because $4\pi/(q^2+\lambda^2)$ is the transform of $e^{-\lambda r}/r$, the Uehling potential of a point proton, in Coulomb units, is
$$
V_U(r)=-\frac{2\alpha}{3\pi}\int_1^\infty du\,w(u)\frac{e^{-\Lambda r}}r,
\qquad \Lambda=2u\beta,\quad \beta=\frac m{\alpha\mu}=0.737384 .
$$

### The density at the proton

The argument now runs as follows. The size shift is proportional to $|\phi(0)|^2$. The attractive potential $V_U$ pulls the muon inward and raises this density. The relative change of the density, multiplied by $c_0$, should then be $c_1$.

For one Yukawa component $V=-e^{-\Lambda r}/r$, let $\phi_1$ be the first-order change of the $2S$ state $\phi$, chosen orthogonal to $\phi$:
$$
(H_0-E_0)\phi_1=-(V-\langle V\rangle)\phi .
$$
Define $g$ by
$$
(H_0-E_0)g=\delta^3(\mathbf x)-\phi(0)\phi,\qquad \int g\phi\,d^3x=0 .
$$
Multiply the equation for $g$ by $\phi_1$ and integrate, moving $H_0-E_0$ onto $\phi_1$. The two orthogonality conditions remove the terms with $\phi(0)$ and $\langle V\rangle$, leaving
$$
\phi_1(0)=-\int g\,V\phi\,d^3x .
$$

In Coulomb units $\phi=(8\pi)^{-1/2}(1-r/2)e^{-r/2}$ and $E_0=-1/8$. Write $g=e^{-r/2}P(r)/(8\pi r)$. For $r>0$ the radial equation reduces to
$$
-\tfrac12P''+\tfrac12P'-\frac Pr=-r+\frac{r^2}{2}.
$$
Near the origin, $-\frac12\nabla^2(A/r)=2\pi A\,\delta^3$, so the source requires $A=1/(2\pi)$ and $P(0)=4$.

The function $r(r-2)$ solves the homogeneous equation. Try
$$
P=4+br+cr^2+dr^3+k\,r(r-2)(\ln r+\gamma),
$$
where $\gamma$ is Euler's constant. The left side of the equation becomes
$$
\frac{k-4}{r}-\left(c+\frac b2+\frac{5k}2\right)
+\left(\frac k2-3d\right)r+\frac d2r^2 .
$$
Matching powers gives $k=4$, $d=1$ and $c=-10-b/2$. The linear term is then $2-3=-1$, as required.

Orthogonality fixes $b$. The needed integral follows by differentiating $\Gamma(n+1)/s^{n+1}$ with respect to $n$:
$$
\int_0^\infty r^ne^{-sr}(\ln r+\gamma)dr
=\frac{n!}{s^{n+1}}(H_n-\ln s),\qquad H_n=\sum_{j=1}^n\frac1j .
$$
In $\int_0^\infty r(1-r/2)e^{-r}P\,dr=0$, the polynomial part contributes $24+2b$. The logarithmic part is the integral of $(-8r^2+8r^3-2r^4)e^{-r}(\ln r+\gamma)$, which is $-24+88-100=-36$. Hence $b=6$, $c=-13$, and
$$
P=4+6r-13r^2+r^3+4r(r-2)(\ln r+\gamma).
$$

With $s=1+\Lambda$, the relative change of the wave function at the origin is
$$
D=\frac{\phi_1(0)}{\phi(0)}
=\frac12\int_0^\infty e^{-sr}\left(1-\frac r2\right)P\,dr .
$$
The polynomial part of $(1-r/2)P$ is $4+4r-16r^2+\frac{15}2r^3-\frac12r^4$. The factor of $\ln r+\gamma$ is $-8r+8r^2-2r^3$. Their integrals are
$$
\frac4s+\frac4{s^2}-\frac{32}{s^3}+\frac{45}{s^4}-\frac{12}{s^5}
$$
and
$$
-\frac8{s^2}+\frac{24}{s^3}-\frac{22}{s^4}
+\ln s\left(\frac8{s^2}-\frac{16}{s^3}+\frac{12}{s^4}\right).
$$
Half of the sum is
$$
D=\frac2s-\frac2{s^2}-\frac4{s^3}+\frac{23}{2s^4}-\frac6{s^5}
+\ln s\left(\frac4{s^2}-\frac8{s^3}+\frac6{s^4}\right).
$$

The density changes by $2D$ per unit Yukawa strength. Numerically $\int w\,2D\,du=2.10637$, and $2\alpha/(3\pi)=0.0015485$. The density at the proton therefore rises by the fraction $0.003262$, and the tempting answer is
$$
c_1\stackrel{?}{=}-5.19745\times0.003262=-0.01695\ \text{meV/fm}^2 .
$$

## Where it fails

Let $\Lambda\to0$. The Yukawa potential becomes $-1/r$, and adding it with a small strength $\eta$ changes the nuclear charge from $1$ to $Z=1+\eta$. The correct size shift is then known without perturbation theory. The density at the origin scales as $Z^3$ and the contact interaction as $Z$, so the shift scales as $Z^4$. Its relative change must be $4\eta$.

The tempting solution has $s=1$, hence
$$
D=2-2-4+\frac{23}2-6=\frac32,\qquad 2D=3 .
$$
This is the correct change of the density, but the shift needs $4$. The missing unit is the change of the contact interaction itself.

The fault lies in the potential $V_U$, which was written for a point proton. The photon that carries the loop ends on the same extended charge as the Coulomb photon, so its interaction must also contain $G(q)$. The calculation of $D$ stands; a second contribution has been omitted.

## The right solution

### The modified contact term

Multiply the Yukawa interaction $-4\pi/(q^2+\Lambda^2)$ by the form factor. The part proportional to $r_p^2$ is
$$
\frac{2\pi}{3}r_p^2\frac{q^2}{q^2+\Lambda^2}
=\frac{2\pi}{3}r_p^2\left[1-\frac{\Lambda^2}{q^2+\Lambda^2}\right],
$$
with $r_p$ in Coulomb units. In position space the bracket is
$$
\delta^3(\mathbf x)-\frac{\Lambda^2e^{-\Lambda r}}{4\pi r}.
$$
The two pieces must be kept together. At large $u$, $w\approx1/u$, so the delta function alone would give a logarithmically divergent integral.

Take the mean of the bracket in $2S$ and divide it by $|\phi_{2S}(0)|^2$. Since $(1-r/2)^2=1-r+r^2/4$,
$$
\begin{aligned}
C_S&=1-\Lambda^2\int_0^\infty r\left(1-r+\frac{r^2}4\right)e^{-sr}dr\\
&=1-\Lambda^2\left(\frac1{s^2}-\frac2{s^3}+\frac3{2s^4}\right).
\end{aligned}
$$

The $2P$ state now contributes too, because the second piece has a finite range. Its squared radial function is $r^2e^{-r}/24$, so $\langle e^{-\Lambda r}/r\rangle=1/(4s^4)$. Dividing by the same $2S$ density, $1/(8\pi)$, gives
$$
C_P=-\frac{\Lambda^2}{4\pi}\,\frac{8\pi}{4s^4}=-\frac{\Lambda^2}{2s^4}.
$$
With $s-1=\Lambda$, the difference simplifies:
$$
C_S-C_P=1-\Lambda^2\,\frac{s^2-2s+1}{s^4}
=1-\left(\frac\Lambda s\right)^4 .
$$

### The complete correction

The energy linear in both $r_p^2$ and the loop has two parts. One is the Coulomb contact term evaluated with the changed density, which gives $2D$. The other is the modified contact term in the unperturbed states. One could also ask how the proton size changes the wave function in which $V_U$ acts. That is the same second-order cross term as $2D$, read in the other order, and must not be added again. For $2P$ the cross term vanishes, since a central perturbation keeps $\ell=1$ and the wave function still vanishes at the origin.

The result is
$$
c_1=c_0\,\frac{2\alpha}{3\pi}\int_1^\infty du\,w(u)K(u),
\qquad K=2D+1-\left(\frac\Lambda s\right)^4 .
$$
At $\Lambda=0$ this gives $K=3+1=4$, as the charge-scaling argument demands.

The contact integral is $1.39157$, so
$$
\begin{aligned}
c_1&=-5.19745\times0.0015485\times(2.10637+1.39157)\\
&=-0.02815\ \text{meV/fm}^2 .
\end{aligned}
$$
Thus $c_0=-5.1975$ and $c_1=-0.028$ meV/fm². Of the correction, $-0.01695$ comes from the wave function and $-0.01120$ from the modified contact term. The $2P$ level supplies $-0.00021$ of the latter. The tempting solution misses about 40% of $c_1$.

## A heavy particle in the loop

The opposite limit, $\beta\gg1$, describes a loop whose range is short compared with the orbit. Then $\Lambda$ is large for every $u\ge1$. The leading terms are
$$
2D\approx\frac4\Lambda,\qquad
1-\left(1-\frac1s\right)^4\approx\frac4\Lambda,
\qquad K\approx\frac8\Lambda=\frac4{u\beta}.
$$
The two mechanisms become equally important. With $v=1/u$,
$$
\int_1^\infty\frac{w}{u}\,du
=\int_0^1\left(1+\frac{v^2}{2}\right)\sqrt{1-v^2}\,dv
=\frac\pi4+\frac\pi{32}=\frac{9\pi}{32},
$$
and the relative correction is
$$
\frac{c_1}{c_0}\approx\frac{2\alpha}{3\pi}\,\frac4\beta\,\frac{9\pi}{32}
=\frac{3\alpha}{4\beta}=\frac{3\alpha^2\mu}{4m}.
$$

In ordinary hydrogen $\mu\approx m$, and this is $3\alpha^2/4\approx4.0\times10^{-5}$. It is this one contribution, not the full correction of relative order $\alpha^2$.

In muonic hydrogen $\beta$ is below one and the limit does not apply. It would give $0.0074$, against $0.0054$ from the full integral. The correction is much larger than in ordinary hydrogen because the range of the loop potential, $1/(2m)\approx193$ fm, is comparable with the muon's Bohr length, $a\approx285$ fm, while it is far smaller than the Bohr length of ordinary hydrogen.

## A proton of finite radius

Choose the round value $r_p=0.80$ fm, so $r_p^2=0.64$ fm². The leading shift is $-5.19745\times0.64=-3.326$ meV, and the loop correction is $-0.02815\times0.64=-0.018$ meV. Their sum is $-3.344$ meV.

The expansion in the radius can be tested with a charge whose form factor is $M^2/(M^2+q^2)$, where $r_p^2=6/M^2$. The muon's states in its field were found variationally, without expanding in the radius. Without the loop, the shift is $0.99426$ of the contact value at 0.80 fm and $0.99713$ at half that radius. The deficit halves with the radius, so the first neglected energy term is cubic in $r_p$. For this charge shape at 0.80 fm it adds about $+0.019$ meV to $E(2P)-E(2S)$. This is as large as the loop correction at that radius and opposite in sign, so the two nearly cancel. Unlike $c_0$ and $c_1$, its size depends on the shape of the charge, and this shape is a test case rather than a model of the real proton. A calculation that keeps $c_1$ therefore needs the cubic term as well.

The mean Uehling energy of the same extended charge, minus its point-charge value, contains both mechanisms at once. It gives $c_1\approx-0.0275$ meV/fm² at 0.80 fm and $-0.0278$ at half the radius. Linear extrapolation to zero radius gives about $-0.0281$, which agrees with the derived $-0.02815$ within the 1% allowed by the test. The approach to the limit is not exactly linear in the radius, so this two-point extrapolation fixes only about three digits. The density change and the two contact means were also tested separately at three values of $u$, as listed in part in the numerical output.

## Numbers as computed

```
fine-structure constant alpha: 0.0072973526
electron mass: 0.5109990 MeV
muon mass: 105.658376 MeV
proton mass: 938.27209 MeV
reduced mass mu: 94.96447 MeV
hbar c: 197.326980 MeV fm
muonic Bohr length a: 284.7475 fm
energy unit alpha^2 mu: 5.056987e+06 meV
m_e/(alpha mu): 0.737384 (no unit)
loop factor 2 alpha/(3 pi): 0.0015485 (no unit)
leading size coefficient: -5.19745 meV/fm^2
spectral integral, wave function: 2.10637 (no unit)
spectral integral, contact: 1.39157 (no unit)
relative 2S density change: 0.003262 (no unit)
relative contact change: 0.002155 (no unit)
VP coefficient, wave function: -0.01695 meV/fm^2
VP coefficient, contact: -0.01120 meV/fm^2
  of which from 2P: -0.000211 meV/fm^2
VP coefficient, total: -0.02815 meV/fm^2
leading plus VP coefficient: -5.22561 meV/fm^2
kernel at u: 2D numeric, 2D formula, contact formula,
             K numeric, K formula (no unit)
  u=1: 1.43634, 1.43625, 0.87389, 2.31015, 2.31014
  u=2: 1.12393, 1.12400, 0.68895, 1.81295, 1.81295
  u=5: 0.60113, 0.60113, 0.39872, 0.99980, 0.99985
chosen proton radius: 0.80 fm
leading shift at this radius: -3.32637 meV
VP correction at this radius: -0.01802 meV
sum at this radius: -3.34439 meV
extended Yukawa-shaped charge of this radius, no VP:
  level shift: -3.30726 meV
  ratio to contact value: 0.994255 (no unit)
  ratio at half the radius: 0.997129 (no unit)
  ratio, extrapolated: 1.000003 (no unit)
VP coefficient from the extended charge:
  at this radius: -0.02751 meV/fm^2
  at half the radius: -0.02781 meV/fm^2
  extrapolated to zero radius: -0.02811 meV/fm^2
uniform sphere, first order/contact: 0.996982 (no unit)
```
